# Corner charge of a two-dimensional insulator: bulk quadrupole and edge polarizations

Suppose a two-dimensional insulator with an inversion centre has been computed with periodic boundary conditions, and the charge at the corner of a rectangular flake is wanted. One must decide whether the unit-cell calculation is enough, or whether two further ribbon calculations, one for each edge meeting at the corner, have to be run. The cheap option rests on the belief that a corner charge is a bulk property, equal modulo $e$ to a bulk quadrupole moment per cell area, whatever the edges look like. In general the ribbons are needed, they must use the same Wannier gauge as the bulk, and they must have the actual edge structure.

## Why the belief tempts

The macroscopic density of a medium with polarization $P_i$ and quadrupole density $\mathcal Q_{ij}$ (the second moment $\int x_ix_j\rho$ per area) is $\rho=-\partial_iP_i+\tfrac12\partial_i\partial_j\mathcal Q_{ij}$. Let the medium fill the quadrant $x<0$, $y<0$ with $P_i=0$ and $\mathcal Q_{xy}=\mathcal Q_{yx}$ uniform. The two mixed terms cancel the factor $\tfrac12$, and $\partial_x\partial_y[\Theta(-x)\Theta(-y)]=\delta(x)\delta(y)$, so a point charge $\mathcal Q_{xy}$ sits at the corner. One dimension lower the same reasoning is sound: the end charge of an insulating chain equals its Berry-phase polarization modulo $e$, because anything insulating attached to an end carries an integer charge. The corner differs because it is itself the end of two edges, each a one-dimensional insulator with a polarization of its own.

## What the corner charge consists of

The lattice is rectangular, $a\times b$. Electrons are non-interacting and spinless with charge $-e$, ions are point charges of integer multiples of $e$, and Hartree atomic units are used with charges in $e$. Bulk and edges are gapped and the Chern number is zero, so that the occupied space of the flake has an orthonormal basis of exponentially localized functions $w$, periodic in the bulk and along each edge.

The macroscopic charge of the top-right corner is $Q_c=\int\rho\,F(x)G(y)\,dx\,dy$. Here $F$ is a step averaged over one cell: it rises linearly from 0 to 1 over a length $a$, and $G$ does so over $b$. Both ramps lie far from every boundary. The slope $F'$ equals $1/a$ on one interval of length $a$ and vanishes elsewhere, and of the points $u+ma$ exactly one lies in that interval, so $\sum_mF'(u+ma)=1/a$. Integrating from $0$ to $u$,

$$\sum_m\,[F(u+ma)-F(ma)]=\frac ua ,$$

wherever the ramp is placed.

Divide $\rho$ into tiles, each holding whole ions and whole Wannier densities $-e|w|^2$: one bulk tile $\tau(u,v)$ per interior cell, with $(u,v)$ measured from the cell centre; one column tile per period along the top and bottom edges; one row tile per period along the right and left edges; one tile per corner. The bulk tile is assumed neutral and free of dipole, and the edge tiles neutral. For the bulk tile at $(ma,nb)$ write $F(u+ma)=F_m+\delta F_m(u)$ with $F_m=F(ma)$, and likewise for $G$. Then

$$\sum_{mn}\int\tau\,\big[F_mG_n+F_m\,\delta G_n+\delta F_m\,G_n+\delta F_m\,\delta G_n\big].$$

The first term vanishes by neutrality. The deviations $\delta F_m$, $\delta G_n$ are nonzero only near the ramps, so their sums may be extended over all integers and the ramp identity applies. The second term becomes $\sum_mF_m\int\tau\,v/b$ and the third $\sum_nG_n\int\tau\,u/a$, both zero because the tile has no dipole. The fourth is $\int\tau\,uv/(ab)=q_{xy}/(ab)$, with

$$q_{xy}=e\sum_{\rm ions}Z\,uv-e\sum_{w}\langle w|uv|w\rangle .$$

On the top tiles $G=1$; neutrality removes the $F_m$ term and the ramp identity leaves $d_x^{T}/a\equiv P_x^T$, the tile's $x$ dipole per length. The right tiles give $d_y^R/b\equiv P_y^R$ in the same way. The left and bottom tiles and three corner tiles see $FG=0$. The top-right corner tile sees $FG=1$ and contributes its total charge, an integer. Hence

$$Q_c=\frac{q_{xy}}{ab}+P_x^T+P_y^R\pmod e .$$

For the top-left corner $F$ is replaced by $1-F$, which reverses $\delta F_m$, so $Q=-q_{xy}/(ab)-P_x^T+P_y^L$. The left side of each formula depends on $\rho$ alone, while each term on the right depends on the choice of the $w$.

The assumptions mark where the formula fails. A bulk dipole or a charged edge tile leaves terms proportional to $\sum_mF_m$ or $\sum_nG_n$. At the top edge their coefficient is the edge tile's charge plus the bulk tile's $y$ dipole divided by $b$, which is the net charge of the edge per period. It can vanish even when both parts are present: assigning one Wannier function per cell to the neighbouring tile produces both, yet leaves $\rho$ and $Q_c$ unchanged. If the net edge charge is not zero, the result changes when the ramp is moved, and no corner charge is defined. A metallic edge or a nonzero Chern number removes the localized basis on which the tiling rests.

## A quadrupole moment of nothing

Take one orbital $|\mathbf R'\rangle$ per cell, filled, with an ion $+e$ on the same site and no hopping. With position diagonal in the site basis, $\rho$ vanishes everywhere and $Q_c=0$. Multiply the Bloch states by $e^{i\lambda\cos\phi}$, where $\phi=\mathbf k\cdot\mathbf R$ and $\mathbf R=(a,b)$. The expansion $e^{i\lambda\cos\phi}=\sum_ni^nJ_n(\lambda)e^{in\phi}$ gives the Wannier function $w=\sum_ni^nJ_n(\lambda)|n\mathbf R\rangle$, which is localized and, since $i^{-n}J_{-n}=i^nJ_n$, even under inversion, so the tile has no dipole. Differentiating the expansion with respect to $\phi$ and averaging the squared modulus over a period gives $\sum_nn^2J_n^2=\lambda^2\langle\sin^2\phi\rangle=\lambda^2/2$. Site $n\mathbf R$ has $uv=n^2ab$, so

$$\frac{q_{xy}}{ab}=-e\sum_nn^2J_n^2=-\frac{e\lambda^2}{2}.$$

The edges supply the balance. On a flake the same gauge is $U=\exp[i\lambda(T+T^\dagger)/2]$, where $T$ translates by $\mathbf R$ and is cut off at the boundary; the columns of $U$ are the Wannier functions. $U$ acts within diagonal lines of sites. Label sites on a line by $j\le0$, with $j=0$ in the top row, and let $p_{ij}=|U_{ij}|^2$, whose rows and columns each sum to one by unitarity. A column tile of depth $L$ holds one function from each depth $j>-L$; they belong to different diagonals, but these are equivalent by translation along the edge. The summed displacement in units of $\mathbf R$ is $D=\sum_{j>-L}\big(\sum_i i\,p_{ij}-j\big)$. Using the row sums, $\sum_{j>-L}j=\sum_{i>-L}i\sum_{j}p_{ij}$. Terms with both indices above $-L$ cancel, leaving

$$D=\sum_{j>-L,\;i\le-L}i\,p_{ij}-\sum_{i>-L,\;j\le-L}i\,p_{ij}.$$

For large $L$ these are bulk weights, $p_{ij}=J_{i-j}^2$. For a jump of length $n>0$ the first sum has the $n$ values $i=-L-n+1,\dots,-L$ and the second the $n$ values $i=-L+1,\dots,-L+n$, each larger by $n$. So $D=-\sum_{n>0}n^2J_n^2=-\lambda^2/4$. The $x$ displacement is $aD$ and the charge is $-e$, so $P_x^T=+e\lambda^2/4$, and by the same count $P_y^R=+e\lambda^2/4$. The three terms add to zero. A $22\times22$ flake at $\lambda=0.8$ gives $-0.32\,e$, $0.16\,e$ and $0.16\,e$, which the program tests against the closed forms. A crystal without charge density can thus be given any negative $q_{xy}$ (any positive one with $\mathbf R=(a,-b)$), continuously and without breaking inversion.

## A lattice with a real corner charge

The worked model is the $\pi$-flux Benalcazar–Bernevig–Hughes lattice with round parameters. Sites 1, 2, 3, 4 sit at $(+,+)$, $(-,+)$, $(-,-)$, $(+,-)$ times $(a/4,b/4)$, an ion $+2e$ sits at the cell centre, and the on-site energy is $-\delta$ on sites 1, 3 and $+\delta$ on 2, 4. Intracell hoppings are $\gamma_{x},\gamma_y$, intercell hoppings $\lambda_{x},\lambda_y$, and all 2–3 bonds carry a minus sign. With $f_x=\gamma_x+\lambda_xe^{ik_xa}$ and $f_y=\gamma_y+\lambda_ye^{ik_yb}$, the block coupling $(1,3)$ to $(2,4)$ is

$$D=\begin{pmatrix}f_x&f_y\\-f_y^*&f_x^*\end{pmatrix},\qquad DD^\dagger=|f_x|^2+|f_y|^2 ,$$

so $H^2=E^2=\delta^2+|f_x|^2+|f_y|^2$ and two bands at $-E$ are filled. The parameters are $a=6$, $b=8$ bohr, $\gamma_x=0.10$, $\lambda_x=0.03$, $\gamma_y=0.08$, $\lambda_y=0.02$, $\delta=0.04$ Ha. The gap is $2\sqrt{0.04^2+0.07^2+0.06^2}=0.2010$ Ha, as found on the $14\times14$ torus. The density of the $14\times14$ flake gives $Q_c=-0.03979\,e=-6.374\times10^{-21}$ C at the top right and $+0.03979\,e$ at the top left, and a second ramp position gives the same value within the tested $10^{-5}\,e$.

Wannier functions are made by projecting trial orbitals on the occupied space and orthonormalizing them symmetrically (Löwdin). The occupied projector is $(1-H/E)/2$, which restricted to sites 1, 3 is $(1+\delta/E)/2$ and to sites 2, 4 is $(1-\delta/E)/2$. Both are positive since $E>\delta$, so either pair serves: gauge A uses 1, 3 and gauge C uses 2, 4. The twofold rotation $1\to-3$, $3\to1$, $2\to-4$, $4\to2$ leaves $H$ invariant and exchanges the two trials of a cell, so the centres of the two Wannier functions are opposite and the bulk tile has no dipole. Using the same trials on the torus and on both ribbons is what makes the gauge common: far from an edge the ribbon functions coincide with the bulk ones.

Gauge B rotates $\alpha=w_1(\mathbf 0)$ with $\beta=w_3(\mathbf R)$, $\mathbf R=(a,b)$, in every such pair: $\alpha'=c\alpha+s\beta$, $\beta'=c\beta-s\alpha$, with $c=\cos\theta$, $s=\sin\theta$. The functions stay real and the twofold rotation still exchanges the two functions of a cell. Expanding $\langle\beta'|\mathbf r|\beta'\rangle$ and using $c^2-1=-s^2$,

$$\delta\mathbf r_\beta=s^2(\mathbf r_\alpha-\mathbf r_\beta)-2sc\,\langle\alpha|\mathbf r|\beta\rangle .$$

The trace of any operator over the pair is unchanged by the rotation. For $\mathbf r$ this gives $\delta\mathbf r_\alpha=-\delta\mathbf r_\beta$, so the cell dipole is unchanged. For the quadrupole, $\beta$ belongs to the tile at $\mathbf R$ and enters with $(x-a)(y-b)=xy-ay-bx+ab$. The $xy$ part is a pair trace and does not change, the constant does not change, and so $\delta\sum\langle uv\rangle=-a\,\delta y_\beta-b\,\delta x_\beta$. With the electron's sign,

$$\frac{\delta q_{xy}}{ab}=e\left(\frac{\delta x_\beta}{a}+\frac{\delta y_\beta}{b}\right).$$

The dipole involves one origin shift, a constant; the quadrupole involves the origin shift times a displacement, and that product is the source of the difference from the one-dimensional case. The edges respond in step. A top column of $L$ cells holds $L$ functions of type $\beta'$ but only $L-1$ rotated functions of type $\alpha'$, because $w_1$ in the top row has no partner. By translation along the edge the displacements cancel pair by pair, and the deepest $\beta'$, which is bulk-like, is left over: $\delta P_x^T=-e\,\delta x_\beta/a$. Likewise $\delta P_y^R=-e\,\delta y_\beta/b$, and the three changes sum to zero.

In gauge A, $\mathbf r_\alpha=(0.9194,1.4896)$, $\mathbf r_\beta=(5.0806,6.5104)$ and $\langle\alpha|\mathbf r|\beta\rangle=(-0.0322,0.0267)$ bohr. For $\theta=0.3$, $s^2=0.08733$ and $2sc=0.5646$:

$$\frac{\delta x_\beta}{a}=\frac{0.08733\,(-4.1612)+0.5646\,(0.0322)}{6}=-0.0575,$$

$$\frac{\delta y_\beta}{b}=\frac{0.08733\,(-5.0208)-0.5646\,(0.0267)}{8}=-0.0567 .$$

The sum, $-0.1142\,e$, is tested against the direct difference of $q_{xy}/(ab)$ between gauges B and A. At $\theta=\pi/2$ the rotation only reassigns the same functions to other tiles, and the formula gives $-4.1612/6-5.0208/8=-1.32$, not an integer, so even the bookkeeping freedom is not confined to multiples of $e$. The torus and the two ribbons give, in $e$:

| gauge | $q_{xy}/(ab)$ | $P_x^T$ | $P_y^R$ | sum |
|---|---|---|---|---|
| A | $-0.04472$ | $0.00201$ | $0.00292$ | $-0.03979$ |
| B | $-0.15895$ | $0.05955$ | $0.05961$ | $-0.03979$ |
| C | $-0.02663$ | $-0.00544$ | $-0.00772$ | $-0.03979$ |

The moments themselves are $-2.146$, $-7.629$ and $-1.278\ e\,\text{bohr}^2$, divided by $ab=48$ bohr². Each sum is tested against the flake to $10^{-5}\,e$, as is the top-left formula; every cell holds two functions and one ion $+2e$, so the corner tile is neutral. From A to B the edge terms rise by $0.0575$ and $0.0567$, the values derived above with reversed sign. In gauge A the bulk term alone misses $Q_c$ by $0.0049\,e$, 12% of $|Q_c|$, close enough to seem to confirm the belief; in gauge C it misses by $0.0132\,e$, 33% of $|Q_c|$. Combining gauges gives $-0.04472+0.05955+0.05961=+0.0744\,e$, wrong in sign and off by $0.1142\,e$.

## Decorating an edge

One might try to rescue the belief by fixing a preferred gauge or finding some other gauge-invariant bulk quantity. Any such rescue fails if two flakes with the same bulk have different corner charges. Lay a neutral insulating chain along the top edge, without coupling at first. Densities add, $G=1$ on the chain, and the edge step of the derivation gives $\Delta Q_c=d^{\rm chain}/a=P_{\rm chain}$ at the top right, $-P_{\rm chain}$ at the top left, modulo $e$.

The chain is a Rice–Mele chain: an ion $+e$ at each cell centre, orbital $d$ at $-a/4$ with energy $-\eta$, orbital $c$ at $+a/4$ with $+\eta$, hoppings $t_1=0.06$ Ha within and $t_2=0.02$ Ha between cells, one electron per cell. Its Wannier function has amplitude $\frac{a}{2\pi}\int dk\,e^{ik(X+x_j)}u_j(k)$ on orbital $j$ of the cell at $X$. Multiplying by the position $X+x_j$ is $-i\partial_k$ on the exponential; the integrand is periodic in $k$, so integration by parts turns this into $i\partial_ku_j$, and Parseval's theorem gives $\bar x=\frac{a}{2\pi}\int dk\,i\langle u|\partial_ku\rangle=a\varphi/2\pi$. Since $\langle u|\partial_ku\rangle$ is imaginary, $\varphi=-\mathrm{Im}\ln\prod_k\langle u_k|u_{k+dk}\rangle$ on a fine mesh, and $P_{\rm chain}=-e\varphi/2\pi$. For $t_2=0$ each cell is a dimer with weights $(1\pm\eta/\epsilon)/2$ on $d$ and $c$, $\epsilon=\sqrt{\eta^2+t_1^2}$, so $P_{\rm chain}=e\eta/4\epsilon$, rising continuously from 0 to $e/4$. With $t_2=0.02$ Ha the Berry phase gives $0.0892$, $0.1499$ and $0.2061\,e$ for $\eta=0.02$, $0.04$ and $0.08$ Ha, and the flakes give

$$-0.0398+0.0892=0.0494,\quad-0.0398+0.1499=0.1101,\quad-0.0398+0.2061=0.1663 ,$$

each tested at both top corners.

Now couple $c$ to site 1 and $d$ to site 2 of the top row with $0.02$ Ha, at $\eta=0.04$ Ha. All bonds still join an orbital of negative on-site energy (1, 3, $d$) to one of positive energy (2, 4, $c$). $H$ is then negative definite on the first set and positive definite on the second, so it has exactly as many negative eigenvalues as the first set has orbitals; and no state on the first set can lie wholly in the empty space, since its energy is negative, so the trials 1, 3, $d$ still project to a basis. The flake gives $Q_c=0.1125\,e=1.802\times10^{-20}$ C. With only the top ribbon recomputed, gauge A gives $-0.0447+0.1543+0.0029=0.1125$ and gauge B gives $-0.1589+0.2118+0.0596=0.1125$. The edge term changed by $0.1523\,e$ in both gauges: a change of $P_x^T$ at fixed bulk gauge is measurable, though $P_x^T$ is not. The bottom-right corner is tested to be unaffected.

## What symmetry does and does not fix

Since $F+(1-F)=1$ and $G+(1-G)=1$, the four corner charges add to the total charge of the flake, an integer. If a symmetry of the whole flake, edges included, makes them equal, then $Q_c=Q_{\rm total}/4$ is a multiple of $e/4$. With the twofold rotation alone, only opposite corners are equal, and $Q_c$ is continuous, as above. Whether a quantized value is also fixed by the bulk depends on how $Q_{\rm total}$ can change when the boundary is changed symmetrically. Assume two terminations with the same bulk, centre and orientation, neutral gapped edges, and localized bases closed under the symmetry that agree in the interior. They differ by ions and Wannier functions near the boundary, which come in orbits.

Under a fourfold rotation no boundary point is fixed, every orbit has four members, $Q_{\rm total}$ changes by a multiple of $4e$, and $Q_c$ is fixed modulo $e$. The tile formula gives the value when the tiling itself can be chosen fourfold symmetric: $(x,y)\to(-y,x)$ reverses $xy$ and carries a $+y$ dipole on the right edge into a $-x$ dipole on the top, so $q_{xy}=0$, $P_x^T=-P_y^R$ and $Q_c=0$ modulo $e$. Such a tiling need not exist. In the second example below, the fourfold-symmetric choice puts the two Wannier functions of each cell at a cell corner, the centre of a plaquette of strong bonds. The four corners around an ion are equivalent, so no tile of one ion and two such functions is symmetric, and the electron count given below yields $Q_c=e/2$ modulo $e$. In the square model at $\delta=0$ with $\gamma=0.10$, $\lambda=0.03$ Ha, four Rice–Mele chains ($\eta=0.04$ Ha, coupling $0.01$ Ha) arranged as a pinwheel leave all corners at zero, while one chain alone puts $\pm0.1503\,e$ on the top corners. For $\gamma=0.03$, $\lambda=0.10$ Ha the value follows from the limit $\gamma\to0$ of an $N\times N$ flake: $(N-1)^2$ plaquettes hold two electrons each, $4(N-1)$ edge dimers one each, and four corner sites are all empty or all full, giving $2N^2\mp2$ electrons against an ionic charge $2N^2$. Then $Q_c=\pm e/2$, one value modulo $e$. With the corner modes filled the flake gives $-0.5\,e$ with and without the pinwheel. All these values use off-centre ramps; the values $0$ and $-0.5\,e$ are tested to $10^{-4}\,e$, and the single-chain value is tested only to exceed $0.05\,e$ in size.

Even here the fixed value is not $q_{xy}$ in an arbitrary gauge. In the $\gamma=0.10$ Ha square model $Q_c=0$, yet $q_{xy}/a^2=-0.0110\,e$ in gauge A and $+0.0110\,e$ in gauge C. The rotation carries trials 1, 3 into 2, 4 and reverses $xy$, which makes the two values opposite without making them zero.

Under the mirrors $M_x$ and $M_y$ the corners are again equal, but an object lying on a mirror line has only one image, on the opposite edge. Orbits of two change $Q_{\rm total}$ by $2e$ and $Q_c$ by $e/2$. The rectangular model at $\delta=0$ has both mirrors ($M_x$: $1\leftrightarrow2$, $3\leftrightarrow-4$; $M_y$: $1\leftrightarrow4$, $2\leftrightarrow3$) and zero corner charge. Attach to the top and bottom a symmetric chain with $c$ ($+0.05$ Ha) on each of the $N$ ions, $d$ ($-0.05$ Ha) on the $N+1$ cell boundaries, hopping $0.03$ Ha, and $c$ coupled by $0.02$ Ha to both adjacent lattice sites. Each chain brings $N$ ions and $N+1$ electrons, so $Q_{\rm total}=-2e$, and all four corners are found at $-0.5\,e$ with a gap of $0.091$ Ha. With mirrors alone the charge is quantized, but which quantized value occurs is decided at the edges, so the actual edge structure must be known. Among the symmetries considered here, only the fourfold rotation makes the value independent of the edges: modulo $e$ it follows from counting electrons and ions in any one symmetric, neutral-edged, gapped termination with the same centre and orientation.

The program that performs these tests, and its output, follow below.

## Values computed for the example and the checks

```
atomic insulator: lambda = 0.8, flake 22x22 sites
  q/(ab) = -0.320000 e, PT = 0.160000 e, PR = 0.160000 e
model: a = 6.0 bohr, b = 8.0 bohr, 14x14 cells, theta = 0.3 rad
  gx = 0.1 Ha, lx = 0.03 Ha, gy = 0.08 Ha, ly = 0.02 Ha, dl = 0.04 Ha
gap: torus 0.20100 Ha, flake 0.20289 Ha
flake Qc(TR) = -0.039785 e = -6.3743e-21 C; Qc(TL) = 0.039785 e
gauge A: q = -2.14637 e bohr^2, q/(ab) = -0.044716 e
  PT = 0.002013 e, PR = 0.002918 e, PL = -0.002918 e, sum TR = -0.039785 e
gauge B: q = -7.62942 e bohr^2, q/(ab) = -0.158946 e
  PT = 0.059550 e, PR = 0.059611 e, PL = -0.059611 e, sum TR = -0.039785 e
gauge C: q = -1.27807 e bohr^2, q/(ab) = -0.026627 e
  PT = -0.005437 e, PR = -0.007721 e, PL = 0.007721 e, sum TR = -0.039785 e
mixed gauges, q(A)/(ab) + PT(B) + PR(B) = 0.074445 e
r_alpha = (0.91940, 1.48959) bohr, r_beta = (5.08060, 6.51041) bohr
<alpha|r|beta> = (-0.03220, 0.02668) bohr
dq/(ab): formula -0.114230 e, direct B-A -0.114230 e
Rice-Mele chain: t1 = 0.06 Ha, t2 = 0.02 Ha
  decoupled eta = 0.02 Ha: P_chain(Berry) = 0.089152 e, Qc = 0.049367 e
  decoupled eta = 0.04 Ha: P_chain(Berry) = 0.149876 e, Qc = 0.110091 e
  decoupled eta = 0.08 Ha: P_chain(Berry) = 0.206106 e, Qc = 0.166321 e
  coupled eta = 0.04 Ha, tc = 0.02 Ha: Qc = 0.112497 e = 1.8024e-20 C
    gauge A: PT = 0.154295 e, sum = 0.112497 e
    gauge B: PT = 0.211832 e, sum = 0.112497 e
corner charges listed as TR TL BL BR
mirrors Mx, My (dl = 0 Ha); chains t = 0.03 Ha, eta = 0.05 Ha, tc = 0.02 Ha
  bare: -0.00000 +0.00000 +0.00000 +0.00000 e, gap 0.1865 Ha
  top+bottom chains: -0.50000 -0.50000 -0.50000 -0.50000 e, gap 0.0910 Ha
C4 square model, dl = 0 Ha; chains eta = 0.04 Ha, tc = 0.01 Ha
  trivial g = 0.1 Ha, l = 0.03 Ha; topological g = 0.03 Ha, l = 0.1 Ha
  trivial bare: +0.00000 +0.00000 +0.00000 +0.00000 e, gap 0.2005 Ha
  trivial pinwheel: +0.00000 -0.00000 +0.00000 -0.00000 e, gap 0.1120 Ha
  trivial top chain only: +0.15025 -0.15025 +0.00000 +0.00000 e, gap 0.1121 Ha
  topological bare, corner modes filled: -0.50000 -0.50000 -0.50000 -0.50000 e, gap 0.0711 Ha
  topological pinwheel: -0.50000 -0.50000 -0.50000 -0.50000 e, gap 0.0567 Ha
  trivial C4 bulk: q/(a^2) = -0.011019 e (gauge A), 0.011019 e (gauge C)
```
